# Gate capacitance of graphene from the spacing of quantum Hall plateaus

## Problem

A graphene sheet lies on an oxide layer above a conducting gate. At a fixed perpendicular field $B=10$ T, the gate voltage is swept and the Hall conductance shows plateaus. Two neighbouring plateaus have filling factors that differ by four, and their centres are $\Delta V=13.4$ V apart.

(a) Show how many electrons per area fill one graphene Landau level, and explain why the main plateaus lie at $\nu=\pm2,\pm6,\pm10,\dots$

(b) Find the gate capacitance per area from the plateau spacing.

(c) Part of the gate voltage raises the chemical potential of the graphene instead of charging the oxide. Find the resulting correction, and decide whether it could be seen as an unequal spacing of the plateaus.

(d) The oxide is silicon dioxide, roughly $d=300$ nm thick, with relative permittivity roughly $\varepsilon_r=3.9$. The graphene is a strip roughly $w=10$ µm wide. Compare your result with a parallel-plate capacitor, including the charge on the upper face of the strip.

(e) Each plateau centre can be read to $\pm0.2$ V. Estimate the uncertainty of the capacitance, and check that temperature, spin splitting and the oxide field do not spoil the method.

Take the band velocity as roughly $v=10^6$ m/s, the level broadening as roughly 8 meV and the temperature as 4 K. The elementary charge $e$ is positive. The density $n$ is that of electrons minus that of holes, so $n=0$ at neutrality, and the filling factor is $\nu=nh/(eB)$.

## Solution

### (a) The number of states in a level

Near one corner of the Brillouin zone (one valley), electrons obey

$$H=v(\sigma_x\Pi_x+\sigma_y\Pi_y),\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A,$$

where the Pauli matrices act on the two sublattices. The plus sign belongs to the electron charge $-e$. Choose $\mathbf A=(0,Bx)$. Then

$$[\Pi_x,\Pi_y]=e[p_x,Bx]=-i\hbar eB.$$

Squaring $H$ and using $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$ gives

$$H^2=v^2\left(\Pi_x^2+\Pi_y^2+i\sigma_z[\Pi_x,\Pi_y]\right)
=v^2\left(\Pi^2+\hbar eB\,\sigma_z\right).$$

The potential does not depend on $y$, so the states have the form $e^{iky}f(x)$ and

$$\Pi^2=p_x^2+(\hbar k+eBx)^2=p_x^2+(eB)^2(x-x_k)^2,\qquad x_k=-\frac{\hbar k}{eB}.$$

This is $2m$ times a harmonic oscillator with $m\omega=eB$. Its eigenvalues are therefore $2m\hbar\omega(j+\tfrac12)=\hbar eB(2j+1)$, with $j=0,1,2,\dots$ Adding the term $\pm\hbar eB$ from $\sigma_z$ gives

$$H^2=2\hbar eBv^2N,\qquad N=j+1\ (\sigma_z=+1)\quad\text{or}\quad N=j\ (\sigma_z=-1).$$

For each $k$ and each $N\ge1$ there are two states of $H^2$. Since $\sigma_z$ anticommutes with $H$, it turns a state of energy $E$ into one of energy $-E$, so the two states form one level at positive and one at negative energy. For $N=0$ there is one state, at zero energy. Letting $N$ be negative for the lower levels,

$$E_N=\operatorname{sgn}(N)\,v\sqrt{2e\hbar B|N|}.$$

The other valley has the same spectrum with the sublattices exchanged.

To count the values of $k$, take a sample of sides $L_x$ and $L_y$, periodic along $y$. Then $k$ advances in steps of $2\pi/L_y$, and the centres $x_k$ are spaced by

$$\frac{\hbar}{eB}\frac{2\pi}{L_y}=\frac{h}{eBL_y}.$$

The length $L_x$ has room for $L_xL_y\,eB/h$ of them. One level of one spin and one valley thus holds $eB/h$ electrons per area, which is one per flux quantum $h/e$. Two spins and two valleys give

$$\boxed{\Delta n=\frac{4eB}{h}}$$

per graphene level, provided that the spin and valley splittings are unresolved.

At neutrality the spectrum is symmetric about zero energy, so the zero-energy level is half full. Filling its other half takes $2eB/h$ electrons per area, and $\nu=2$. Each further level adds four: $\nu=6,10,\dots$ Removing electrons gives the negative values.

The filling factor also labels the Hall conductance. Without scattering, the mean electric and magnetic forces on the carriers balance, $eE=eu_{\rm d}B$, so the drift speed is $u_{\rm d}=E/B$. The current density $neE/B$ gives a Hall conductivity of magnitude

$$|\sigma_{xy}|=\frac{|n|e}{B}=|\nu|\frac{e^2}{h}.$$

Disorder spreads each level in energy and localizes the states in its tails, without changing the number of states in the level. While the localized states fill, $n$ changes but the Hall conductivity does not, and a plateau of finite width appears. If the levels are broadened symmetrically and the same fraction of states is localized in the two neighbouring levels, the centre of the plateau lies at the integer filling. This is why the spacing must be taken between centres: an edge depends on how many states are localized.

The counting can be tested without the continuum Hamiltonian. On a honeycomb lattice of $30\times30$ cells with periodic boundaries, threaded by 2, 3 or 4 flux quanta in total, direct diagonalization gives fillings 2, 6 and 10 in the first three gaps above neutrality, for each of the three fluxes. The energies of the levels $N=1$ and $2$ differ from the continuum formula by at most 0.81 %, relative to that formula.

### (b) The capacitance

At fixed $B$, going from one plateau centre to the next adds the charge $e\Delta n$ in magnitude. The gate supplies the opposite charge. The capacitance per area, averaged over this step, is

$$C=\frac{e\Delta n}{\Delta V}=\frac{4e^2B}{h\,\Delta V}.$$

Fixed doping of the graphene shifts both centres by the same voltage and drops out. So do the oxide thickness and permittivity, which are not needed here.

For $B=10$ T, $eB/h=2.418\times10^{11}$ cm$^{-2}$, and hence

$$\Delta n=4\times2.418\times10^{11}\ \text{cm}^{-2}=9.672\times10^{11}\ \text{cm}^{-2}.$$

Multiplication by $e$ gives a charge step of 0.1550 µC/cm². Therefore

$$C=\frac{0.1550\ \text{µC/cm}^2}{13.4\ \text{V}}
\approx\boxed{11.6\ \text{nF/cm}^2}.$$

Equivalently, each gate volt adds about $7.2\times10^{10}$ electrons per cm².

Two limits show what the formula requires. In a given device $C$ is nearly fixed, so the spacing must grow in proportion to $B$: at 5 T it would be about 6.7 V. This holds for plateaus with the same $\Delta\nu$. If the levels split as the field rises, neighbouring plateaus no longer differ by four and their spacing need not follow the field. Secondly, if the fourfold levels were fully split, neighbouring plateaus would differ by $\Delta\nu=1$, and at 10 T they would be only about $13.4/4=3.35$ V apart. The general formula is

$$C=\frac{\Delta\nu\,e^2B}{h\,\Delta V},$$

and a wrong $\Delta\nu$ changes the answer in the same proportion: taking 4 where the true step is 2 doubles it. The measured Hall conductances settle the assignment.

The density can also be found by sweeping the field at fixed gate voltage. If $n$ stays constant, $\nu=(nh/e)(1/B)$, so plateaus with $\Delta\nu=4$ are equally spaced in inverse field:

$$\Delta\!\left(\frac1B\right)=\frac{4e}{nh}.$$

Repeating this at two gate voltages gives two densities, and $e$ times their difference, divided by the voltage difference, gives nearly the same $C$; the small difference comes from the chemical potential, treated in (c).

### (c) The cost of raising the chemical potential

A voltmeter between gate and graphene measures a difference of electrochemical potential, not of electrostatic potential alone. Let $\mu$ be the chemical potential of the graphene, measured from the neutrality point of its bands, and $\phi$ the electrostatic potential. An electron at the Fermi level has energy $\mu-e\phi$ in the graphene and $\mu_{\rm g}-e\phi_{\rm g}$ in the gate. Positive gate voltage lowers the latter, so

$$eV=(\mu-e\phi)-(\mu_{\rm g}-e\phi_{\rm g})
=e(\phi_{\rm g}-\phi)+\mu-\mu_{\rm g}.$$

Adding $n$ electrons per area to the graphene changes $\phi_{\rm g}-\phi$ by $en/C_{\rm geo}$, where $C_{\rm geo}$ is the geometric capacitance. If the gate is a good conductor, $\mu_{\rm g}$ is constant. Subtracting the equation at two plateau centres gives

$$\Delta V=\frac{e\Delta n}{C_{\rm geo}}+\frac{\Delta\mu}{e}.$$

Dividing by $e\Delta n$ shows that the two contributions add like capacitors in series:

$$\frac1C=\frac1{C_{\rm geo}}+\frac{\Delta\mu}{e^2\Delta n}.$$

Since $\Delta\mu>0$, the measured $C$ is smaller than $C_{\rm geo}$.

For equal, symmetric broadening, $\mu$ at a plateau centre lies midway between two levels. Filling level $N$ moves it from $(E_{N-1}+E_N)/2$ to $(E_N+E_{N+1})/2$, so

$$\Delta\mu=\frac{E_{N+1}-E_{N-1}}2 .$$

At 10 T the levels are $E_1=114.7$ meV, $E_2=162.3$ meV and $E_3=198.7$ meV. The step from $\nu=2$ to 6 fills $N=1$, and

$$\Delta\mu=\frac{E_2-E_0}{2}=\frac{E_2}{2}\approx81\ \text{meV}.$$

If the given 13.4 V belongs to this step, 0.081 V of it raises $\mu$ and 13.319 V charges the geometric capacitor:

$$C_{\rm geo}=C\,\frac{13.4}{13.319}\approx1.006\,C .$$

The correction is 0.6 % of $C$, and to three figures the geometric capacitance is still 11.6 nF/cm².

The steps on either side cost different amounts. From $\nu=-2$ to 2, $\Delta\mu=E_1=114.7$ meV; from 6 to 10, $\Delta\mu=(E_3-E_1)/2=42.0$ meV. With the same $C_{\rm geo}$ and field, the three spacings are

$$13.319+0.115=13.434\ \text{V},\quad 13.400\ \text{V},\quad 13.319+0.042=13.361\ \text{V}.$$

A simulated gate sweep, with Gaussian levels of standard deviation 8 meV and plateau centres placed at the minima of the density of states, gives these same three values. The middle one was used to set $C_{\rm geo}$; the outer two follow from the model. They differ by 0.07 V, which is less than the reading error of one centre, so the inequality would not be seen here.

The correction depends on field. For a given pair of plateaus, $\Delta\mu\propto\sqrt B$ while the charging voltage is proportional to $B$. Their ratio varies as $1/\sqrt B$ and grows as the field is lowered, until broadening merges the levels and the plateaus are lost.

For large $N$ the result joins the zero-field one. Without a field, states fill a circle of radius $k_{\rm F}$ in each valley, and four spin–valley species give $n=4\pi k_{\rm F}^2/(2\pi)^2=k_{\rm F}^2/\pi$. Thus $\mu=\hbar vk_{\rm F}=\hbar v\sqrt{\pi n}$. When level $N$ is half full, $n=4NeB/h$, and

$$\hbar v\sqrt{\pi\,\frac{4NeB}{h}}
=\hbar v\sqrt{\frac{2NeB}{\hbar}}
=v\sqrt{2e\hbar BN}=E_N .$$

The level energies therefore lie on the zero-field curve $\mu(n)$. For $N\gg1$ the ratio $\Delta\mu/\Delta n$ tends to the slope of that curve, and the series term $\Delta\mu/(e^2\Delta n)$ tends to the reciprocal of the zero-field quantum capacitance, $e^2\,dn/d\mu$.

### (d) Comparison with the oxide

A parallel-plate capacitor with the stated oxide has

$$C_{\rm plate}=\frac{\varepsilon_0\varepsilon_r}{d}=11.5\ \text{nF/cm}^2,$$

about 1 % below $C_{\rm geo}$. Read the other way, $C_{\rm geo}$ corresponds to an oxide about 297 nm thick.

The parallel-plate formula omits the charge on the upper face of the strip. To estimate it, suppose that $w\gg d$. The strip is at potential $V$ for $|x|<w/2$. Beside it, the potential of the oxide surface falls towards that of the gate, taken as zero, over a few oxide thicknesses. For $w\gg d$ this narrow transition has little effect above the middle of the strip, so we set the whole surface beside the strip to zero. In the air, $z>0$, the potential is then

$$\phi(x,z)=\frac V\pi\left[\arctan\frac{w/2-x}{z}+\arctan\frac{w/2+x}{z}\right].$$

Each arctangent is an angle seen from a strip edge and satisfies Laplace's equation. As $z\to0$ the two add to $\pi$ above the strip and cancel beside it, as the boundary values require. Above the middle of the strip, for small $z$,

$$\phi(0,z)=\frac{2V}\pi\arctan\frac{w}{2z}
=\frac{2V}\pi\left(\frac\pi2-\arctan\frac{2z}{w}\right)
\approx V\left(1-\frac{4z}{\pi w}\right).$$

The upward field is $4V/(\pi w)$, so the upper face carries the charge density $4\varepsilon_0V/(\pi w)$. Below, the density is $\varepsilon_0\varepsilon_rV/d$. Their ratio is

$$\frac{\sigma_{\rm upper}}{\sigma_{\rm lower}}\approx\frac{4d}{\pi w\varepsilon_r}
=\frac{4\times0.3}{\pi\times10\times3.9}\approx0.0098 .$$

A numerical solution for the charge on a strip lying on a grounded dielectric slab gives an excess of 0.94 % at the centre, against 0.98 % from this leading-order formula. The upper-face charge raises the expected capacitance by about 1 %, and with it the equivalent thickness becomes about 300 nm. That agreement is closer than the rounded inputs and the reading error justify.

The estimate applies to the middle of the strip. Near the edges the charge density is higher. For this strip the same electrostatic model gives a charge density, averaged over the whole width, about 5 % above the parallel-plate value, so a capacitance measured for the whole strip should not be used for its middle. In the same model the excess over the parallel-plate value is about 2.4 % at 1 µm from an edge and 8 % at 0.3 µm, so with $\nu=10$ in the middle the filling 0.3 µm from an edge is about 10.7. The comparison above therefore assumes that the plateaus follow the density in the middle of the strip; how much the denser edge regions shift them is not calculated here. In a strip whose width is comparable with $d$ the density varies strongly over much of the width. A single filling factor then fails to describe the whole strip.

### (e) Uncertainty and conditions of validity

**Reading the centres.** If the two errors of 0.2 V are independent, the error of their difference is $\sqrt2\times0.2=0.28$ V. Since $C\propto1/\Delta V$,

$$\frac{\delta C}{C}=\frac{\delta(\Delta V)}{\Delta V}=\frac{0.28}{13.4}\approx2.1\ \%,$$

or 0.24 nF/cm². The result is $C=11.6\pm0.2$ nF/cm². This exceeds both the chemical-potential and the upper-face corrections. Using the centres at $\nu=2$ and 10, about 26.8 V apart, would halve the relative error if each centre were read equally well.

This error covers reading only. It assumes that the centres lie at integer filling, which requires similar disorder in neighbouring levels. Suppose that a fraction $f_0$ of the states in level $N=0$ and a fraction $f_1$ in $N=1$ are extended, each group lying symmetrically about the middle of its level. The plateau then runs from $\nu=2f_0$ to $\nu=4-2f_1$, and its centre is at $2+f_0-f_1$. A difference of 0.1 between the fractions shifts the centre by about $0.1\times13.4/4\approx0.3$ V, more than the reading error. Comparing several plateau spacings helps to reveal such a shift.

**Temperature and spin.** At 4 K, $k_{\rm B}T=0.34$ meV. The bare Zeeman splitting at 10 T is 1.2 meV. Both are well below the assumed broadening of 8 meV, which in turn is below the smallest gap used, $E_3-E_2=36.5$ meV. In this model the levels are therefore distinct, though midway between $N=2$ and $3$ the density of states falls only to about 15 % of its peak value, and their spin splitting is unresolved. Interactions between electrons can enlarge the spin and valley splittings, and this enlargement is not calculated here. If extra plateaus appear, the method still works with two plateaus known to differ by $\Delta\nu=4$, though the estimate of $\Delta\mu$ may change, depending on how the levels split and which pair is used.

**Oxide field.** The centre at $\nu=10$ lies $10/4=2.5$ steps from neutrality, at 33.5 V. Without fixed doping, neutrality lies near zero gate voltage, and across 300 nm this is a field $F=1.12$ MV/cm under the middle of the strip, well below a rough breakdown field of 10 MV/cm for good oxide. Doping that moves neutrality to 20 V would raise the field to about 1.8 MV/cm. The field is concentrated at the strip edges: for an ideally thin, sharp edge it reaches several MV/cm within a few nanometres, so this comparison does not cover the edges.

Tunnelling through ideal oxide can be estimated with a barrier of height $\Phi\approx3.5$ eV and a tunnelling mass $m_t\approx0.42$ electron masses, both rough. The field tilts the barrier into a triangle of length $\Phi/(eF)=31$ nm. In the semiclassical approximation the transmission is of order $e^{-S}$, with

$$S=\frac2\hbar\int_0^{\Phi/(eF)}\!\!\sqrt{2m_t(\Phi-eFx)}\,dx
=\frac{4\sqrt{2m_t}\,\Phi^{3/2}}{3\hbar eF}\approx260 .$$

The integral of the square root supplies the factor $\tfrac23\Phi^{3/2}/(eF)$. Away from the strip edges, tunnelling through ideal oxide is negligible. The exponent is much smaller at the edges, where the field is higher; neither edge tunnelling nor leakage through defects is covered by this estimate.

**The real device.** The method also assumes that all the gate charge is balanced by electrons in the Landau levels of the graphene, including their localized states. Traps at the oxide surface may also fill during the sweep. If they take up $\Delta n_t$ electrons per area between two centres, the gate must supply $e(\Delta n+\Delta n_t)$. Neglecting the small $\Delta\mu$,

$$\Delta V=\frac{e(\Delta n+\Delta n_t)}{C_{\rm geo}},\qquad
C=\frac{e\Delta n}{\Delta V}=\frac{C_{\rm geo}}{1+\Delta n_t/\Delta n}.$$

For example, $\Delta n_t=10^{10}$ cm$^{-2}$ would lower $C$ by about 1 %. Slow traps would make the plateau positions depend on the direction of the sweep, so comparing upward and downward sweeps is a useful check. Even then, $e\Delta n/\Delta V$ gives the average charge added to the graphene levels per volt between the two centres. It can be used elsewhere in the same sweep only if the traps fill at the same rate there, and it is no longer a direct measure of the oxide thickness.

The numerical output below lists the main values used in this solution.

## Table of computed values

```
magnetic field: 10.0 T
plateau spacing: 13.4 V
states per flux-quantum area, e B/h: 2.4180e+11 cm^-2
density step, 4 e B/h: 9.6720e+11 cm^-2
charge step: 0.1550 uC/cm^2
inferred capacitance C: 11.564 nF/cm^2
density per gate volt: 7.218e+10 cm^-2 per V
lattice, 2 flux quanta: gap fillings [2.0, 6.0, 10.0]
lattice, 3 flux quanta: gap fillings [2.0, 6.0, 10.0]
lattice, 4 flux quanta: gap fillings [2.0, 6.0, 10.0]
lattice level energies, worst deviation: 0.81 %
band velocity (rough): 1.0e+06 m/s
Landau level E_1: 114.7 meV
Landau level E_2: 162.3 meV
Landau level E_3: 198.7 meV
nu -2 to 2: d(mu) 114.7 meV, simulated spacing 13.434 V
nu 2 to 6: d(mu) 81.1 meV, simulated spacing 13.400 V
nu 6 to 10: d(mu) 42.0 meV, simulated spacing 13.361 V
geometric capacitance (pair 2 to 6): 11.635 nF/cm^2
shift from chemical potential: 0.61 %
oxide thickness (rough): 300 nm
oxide relative permittivity (rough): 3.9
parallel-plate capacitance: 11.510 nF/cm^2
equivalent oxide thickness from C_geo: 296.8 nm
strip width (rough): 10 um
upper-face charge, formula: 0.98 %
central charge excess, solved: 0.94 %
reading error of each centre: 0.2 V
resulting error of C: 2.1 %, 0.24 nF/cm^2
temperature: 4.0 K, kT 0.345 meV
bare Zeeman splitting: 1.16 meV
level broadening (rough): 8.0 meV
smallest level gap used, E_3 - E_2: 36.5 meV
gate voltage from neutrality at nu = 10: 33.5 V
oxide field there: 1.12 MV/cm
breakdown field (rough): 10 MV/cm
oxide barrier (rough): 3.5 eV
oxide tunnelling mass (rough): 0.42 electron masses
tunnelling distance: 31.3 nm
tunnelling exponent: 260
```
